# Why a Neutral Divacancy's Optical Excitation Escapes the Monopole Image Error

Consider a positive core of charge $+e$ surrounded by one electron in a spherical cloud with the same centre. By Gauss's law there is no electric field outside the cloud. Copies of this object on a cubic lattice do not interact electrostatically as long as their clouds do not overlap. If an excitation makes the electron cloud wider, the field outside is still zero, and the lattice adds nothing to the excitation energy.

Now remove the electron. Each cell holds a bare charge $+e$ whose field reaches all the others, and a periodic calculation must add a uniform negative background to keep the energy finite. The energy of this charged lattice differs from that of one isolated ion by an amount that falls only as the inverse of the cell length.

A neutral divacancy in silicon carbide, two neighbouring vacancies of silicon and carbon, is less symmetric than this, but the distinction survives. Its internal optical transition moves an electron between two localized defect orbitals, and the cell is neutral before and after. Its ionization takes the electron away. What remains to be found is the size of each error, and the conditions under which "neutral" is a sufficient description.

## The energy of the images

Take a cubic cell of side $L$ and a host that responds linearly, with relative permittivity $\varepsilon$. Let $\rho(\mathbf r)$ be the localized charge that the defect adds to the perfect crystal, before the host screens it. Its charge, dipole and second moment are

$$
q=\int\rho\,d^3r,\qquad \mathbf p=\int\rho\,\mathbf r\,d^3r,\qquad Q=\int\rho\,r^2\,d^3r .
$$

For an isolated defect, the potential of a unit charge is $G_{\rm iso}=1/(4\pi\varepsilon_0\varepsilon r)$. In the supercell it is replaced by $G_{\rm per}$, the potential of a unit charge in every cell plus the background:

$$
-\varepsilon_0\varepsilon\nabla^2G_{\rm per}=\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}.
$$

Its average over the cell is set to zero. The background then contributes nothing when multiplied by the potential and integrated, so the energy per cell is $\frac12\iint\rho\rho' G_{\rm per}$, with $\rho'=\rho(\mathbf r')$. Subtracting the isolated energy gives the image energy

$$
\Delta E=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r',\qquad \psi=G_{\rm per}-G_{\rm iso}.
$$

For the moment the orbitals are held fixed when the cell changes.

Near the origin the two delta functions cancel in $\psi$, which leaves

$$
\nabla^2\psi=\frac1{\varepsilon_0\varepsilon L^3}\qquad(r<L).
$$

Since $\nabla^2r^2=6$, one solution is $r^2/(6\varepsilon_0\varepsilon L^3)$. Any other differs from it by a function with zero Laplacian, a sum of terms $r^l$ times angular functions of order $l$. Cubic symmetry forbids $l=1,2,3$. The constant must scale as $1/(\varepsilon L)$, because $L$ is the sole length in the problem. Hence

$$
\psi(\mathbf r)=-\frac{\alpha}{4\pi\varepsilon_0\varepsilon L}+\frac{r^2}{6\varepsilon_0\varepsilon L^3}+O\!\left(\frac{r^4}{\varepsilon_0\varepsilon L^5}\right).
$$

To find $\alpha$, set $L=1$ and $4\pi\varepsilon_0\varepsilon=1$, and split each point charge into a Gaussian cloud and the point charge minus that cloud. The second part has potential ${\rm erfc}(\eta r)/r$, which can be summed over the lattice. Its cell average, $4\pi\int_0^\infty r\,{\rm erfc}(\eta r)\,dr=\pi/\eta^2$, is subtracted. The Gaussian part is summed over nonzero reciprocal vectors $\mathbf g$. At the origin, removing $1/r$ leaves $-{\rm erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Thus

$$
-\alpha=\sum_{\mathbf R\ne0}\frac{{\rm erfc}(\eta R)}R+\sum_{\mathbf g\ne0}\frac{4\pi}{g^2}e^{-g^2/4\eta^2}-\frac\pi{\eta^2}-\frac{2\eta}{\sqrt\pi}.
$$

The splitting parameter $\eta$ does not affect the sum, which gives $\alpha=2.837297$. The constant in $\psi$ is negative because the background of opposite sign surrounds each charge closely, while the repelling images are at least a distance $L$ away.

Now insert $\psi$ into $\Delta E$. The constant multiplies $\frac12q^2$. For the next term, $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$ gives

$$
\frac12\iint\rho\rho'|\mathbf r-\mathbf r'|^2\,d^3r\,d^3r'=\frac12(2qQ-2|\mathbf p|^2)=qQ-|\mathbf p|^2 ,
$$

and therefore

$$
\boxed{\Delta E=-\frac{\alpha q^2}{8\pi\varepsilon_0\varepsilon L}+\frac{qQ-|\mathbf p|^2}{6\varepsilon_0\varepsilon L^3}+O(L^{-5})}
$$

The second term does not depend on the origin. Moving the origin by $\mathbf s$ changes $\mathbf p$ to $\mathbf p-q\mathbf s$ and $Q$ to $Q-2\mathbf s\cdot\mathbf p+qs^2$, and the added terms cancel in $qQ-|\mathbf p|^2$.

## Two energy differences in one cell

Label the neutral ground state 0, the neutral excited state $*$ and the positive ion $+$. Both neutral states have $q=0$, so the monopole term is absent from each total energy separately, and so is the term in $qQ$. Calculated as the difference of these two total energies, the excitation energy has the error

$$
\Delta E_*-\Delta E_0=-\frac{|\mathbf p_*|^2-|\mathbf p_0|^2}{6\varepsilon_0\varepsilon L^3}+O(L^{-5}).
$$

Ionization into the conduction band costs $E_++\epsilon_C-E_0$, where $\epsilon_C$ is the band-edge energy. Its image error is

$$
\Delta E_+-\Delta E_0=-\frac{\alpha e^2}{8\pi\varepsilon_0\varepsilon L}+\frac{eQ_+-|\mathbf p_+|^2+|\mathbf p_0|^2}{6\varepsilon_0\varepsilon L^3}+O(L^{-5}).
$$

The charged cell lies too low at leading order, so the calculated ionization energy is too small.

The zero of potential enters in the same way. A constant shift $C$ adds $qC$ to a total energy. It leaves both neutral states alone, but adds $eC$ to $E_+$. The shift of $\epsilon_C$ by $-eC$ compensates this if both energies refer to the same zero. Ionization therefore also needs the potentials of the defect cell and the perfect crystal to be aligned; the internal excitation does not. The potential between the periodic ions is not zero even in the present model, so this model potential must be subtracted before the two are compared far from the defect. Otherwise part of the image error is counted twice.

## A model with numbers

Represent the core by a Gaussian of charge $+e$ and width 0.10 nm. The initial orbital is a Gaussian of charge $-e$ and width 0.11 nm, displaced by 0.02 nm; the final orbital has width 0.13 nm and is displaced by 0.08 nm in the same direction. Width means the standard deviation along one axis. These are chosen values, not a computed divacancy. The lattice constant 0.436 nm and the permittivity $\varepsilon=6.5$ are roughly those of silicon carbide with its ions held still, the condition of a vertical transition.

A 216-atom cubic cell has $L=3\times0.436=1.308$ nm. With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm, the monopole term has magnitude

$$
\frac{1.440\times2.8373}{2\times6.5\times1.308}\ {\rm eV}=240\ {\rm meV}.
$$

For moments in units of $e$ and nm, the factor in front of $qQ-|\mathbf p|^2$ is

$$
\frac{2\pi}{3}\,\frac{1.440}{6.5\times1.308^3}=0.207\ {\rm eV\,nm^{-2}} .
$$

The ion has $Q_+/e=3\times0.10^2=0.030$ nm², which contributes $+6.2$ meV, while the ground-state dipole changes the difference by less than 0.1 meV. The ionization error is thus $-240.3+6.2+0.1=-234.0$ meV. For the excitation the formula gives

$$
-0.207\times(0.08^2-0.02^2)\ {\rm eV}=-1.2\ {\rm meV}.
$$

The same energies can be found without expanding in moments, from the reciprocal sum $\sum_{\mathbf g\neq0}|\rho_{\mathbf g}|^2/(2\varepsilon_0\varepsilon L^3g^2)$ minus the Coulomb energy of the isolated Gaussians. These direct results are:

| Atoms | $L$ (nm) | Ionization error (meV) | Excitation error (meV) |
|---|---:|---:|---:|
| 216 | 1.308 | −233.97 | −1.24 |
| 512 | 1.744 | −177.55 | −0.52 |
| 1000 | 2.180 | −142.80 | −0.27 |
| 1728 | 2.616 | −119.35 | −0.16 |

Across these four cells and six charge distributions, including the negative ion and the charged pair discussed below, the moment formula differs from the direct result by at most 0.01 meV. Between the first and last rows the excitation error follows $L^{-3.00}$. The ionization error follows $L^{-0.97}$, slightly slower than $1/L$, because the positive $L^{-3}$ term reduces its magnitude most in the smallest cell.

## Where the electron and hole errors go

One may object that an optical excitation creates an electron and a hole, each of which is charged. Their separate monopole errors do exist, and they cancel against the error in their mutual attraction.

Let $c$ be the core charge density, and let $a$ and $b$ be the densities of the initial and final orbitals, each multiplied by $+e$. The charge densities are then $c-a$ for the ground state, $c-b$ for the excited state, $c$ for the positive ion and $c-a-b$ for the negative ion. Write $\langle x,y\rangle=\iint x\,G\,y$, so that the electrostatic energy of $x$ is $\frac12\langle x,x\rangle$. Expanding the squares gives

$$
E_*-E_0=\tfrac12\langle b,b\rangle-\tfrac12\langle a,a\rangle-\langle c,b\rangle+\langle c,a\rangle,
$$

$$
E_++E_--2E_0=\tfrac12\langle b,b\rangle-\tfrac12\langle a,a\rangle-\langle c,b\rangle+\langle c,a\rangle+\langle a,b\rangle .
$$

Therefore

$$
E_*-E_0=(E_++E_--2E_0)-\langle a,b\rangle .
$$

The bracket is the electrostatic part of the cost of making a separate electron and hole, the quasiparticle gap of this model. The last term is their attraction. The identity holds for $G_{\rm iso}$ and $G_{\rm per}$, and hence also for the errors.

In the 216-atom cell the gap error is $-463.0$ meV, close to twice the monopole term, since two charged cells enter. The attraction is too weak in the periodic cell and contributes $+461.8$ meV. The sum is $-1.2$ meV, the excitation error already found. Correcting the gap for its images while leaving the attraction uncorrected would introduce an error of about 0.46 eV.

This cancellation concerns the static charges of the two states. A linear-response calculation at the zone centre can contain a further term, because the transition dipoles of the images couple to one another. It too falls as $L^{-3}$. For a transition within one spin channel and a transition dipole of 0.1 $e$ nm, it is about $-4$ meV in the 216-atom cell.

## Equal charge is enough for the difference

Add a second core cloud, so that both the initial and the final state have charge $+e$. Each total energy now contains the monopole error, but it is the same in both and drops out of the excitation energy. What survives is

$$
\frac{q(Q_*-Q_0)-(|\mathbf p_*|^2-|\mathbf p_0|^2)}{6\varepsilon_0\varepsilon L^3}.
$$

The mean square radius about the core is $3\times0.11^2+0.02^2=0.0367$ nm² for the initial orbital and $3\times0.13^2+0.08^2=0.0571$ nm² for the final one. With the electron's negative sign, $(Q_*-Q_0)/e=-0.0204$ nm², and the error is $0.207\times(-0.0204-0.0060)$ eV $=-5.5$ meV. The direct calculation gives the same value to this accuracy.

With one permittivity for both states, the monopole error of an energy difference thus depends on the change in $q^2$. A vertical transition from a charged defect needs more care if the ions have already relaxed around the initial charge, because they stay polarized by it while the electrons move. Suppose the permittivity is 10 with the ions' response included and 6.5 without it. Removing the electron in the final orbital from the negative ion defined above then has an error of about $+68$ meV in the 216-atom cell, where 6.5 alone would give $+229$ meV. If the charge does not change, the monopole error still vanishes. The smaller errors shift too: the $-5.5$ meV above becomes $-3.8$ meV, and the neutral defect's $-1.2$ meV becomes $-1.1$ meV. In this electrostatic model, neutrality has the further effect of removing the $qQ$ term, and with it the sensitivity to a change in orbital size at order $L^{-3}$. That conclusion counts the repulsion between each orbital and its own images, as a semilocal functional does. Long-range exact exchange at the zone centre, with its divergent term replaced by the Ewald constant, cancels this repulsion, and a size term of order $L^{-3}$ returns even at $q=0$. For the widths above and full exchange screened by 6.5, it is $0.207\times3\times(0.11^2-0.13^2)$ eV $=-3.0$ meV in the 216-atom cell. The $1/L$ term still cancels, because both states hold the same number of electrons.

## Letting the electrons respond

The orbitals were held fixed above. In a real calculation they feel the image potential

$$
\int\psi(\mathbf r-\mathbf r')\rho(\mathbf r')\,d^3r'=-\frac{\alpha q}{4\pi\varepsilon_0\varepsilon L}+\frac{qr^2-2\mathbf p\cdot\mathbf r+Q}{6\varepsilon_0\varepsilon L^3}+\cdots .
$$

The $1/L$ part is constant in space, so it exerts no force and cannot deform an orbital. The part that varies is of order $L^{-3}$. If each state is a nondegenerate stationary point of the energy, its deformation changes the energy only at second order, here $L^{-6}$. A degenerate level can respond at first order, but the varying potential is itself of order $L^{-3}$. Relaxation of the electrons therefore does not bring back a $1/L$ error.

A silicon atom in an empty periodic box tests this with electrons that do relax. Here $\varepsilon=1$, because there is no host material between the atom and its images. The level of theory is the local-density approximation, averaged over spin and over the directions of the p orbitals, with a pseudopotential and a small basis. It leaves out spin polarization and the multiplet structure, so its energies are not predictions of measured ones. The basis alone matters: for the isolated atom, a larger set of s and p functions raises the ionization energy by about 0.5 eV and lowers the excitation energy by about 0.06 eV. The test concerns only how the energies depend on box size within one fixed basis.

When the box grows from 0.741 to 0.953 nm, the energy to remove a p electron rises from 4.199 to 4.994 eV, a change of 0.795 eV. The image formula, with the ion's summed $\langle r^2\rangle=0.0460$ nm² entering as $Q_+/e=-0.0460$ nm², predicts 0.793 eV. After correction the two boxes give 7.297 and 7.299 eV. The neutral excitation $s^2p^2\to s^1p^3$ changes by only $-1.2$ meV, from 6.860 to 6.858 eV. That this equals the model defect's error at 216 atoms is a coincidence: the averaged atom has no dipole. A finer grid in the smaller box leaves the excitation energy unchanged to 0.1 meV, so the grid does not explain the change. An intermediate box of 0.847 nm already gives the larger box's value to 0.1 meV; so rapid a decay points to overlapping tails.

## When a neutral cell is not enough

The derivation requires both orbitals to be compact. Return to the concentric pair in the 216-atom cell and widen the electron cloud. Relative to an isolated pair with the same width, the error is $-0.002$ meV at 0.2 nm, $-1.0$ meV at 0.3 nm and $-9.8$ meV at 0.4 nm. Clouds in neighbouring cells have begun to overlap.

If the electron is promoted into a conduction-band state, its density extends over the whole cell. Attraction to the core makes it uneven. For an effective mass of 0.4 electron masses in the 216-atom cell, the density at the core is about 1.65 times the mean, yet the energy falls by only about 9 meV; a heavier electron gathers more strongly. As a first approximation, take the density as uniform after averaging over the atomic scale. Its charge density is then $-e/L^3$, the same as the neutralizing background of the charged cell. The electrostatic energy must also be the same. Relative to an isolated ion with the electron infinitely far away, the error is $-234$ meV for the cell-filling electron and $-234$ meV for the bare ion with background. The cell is neutral, yet the monopole error has returned, because the localized charge near the defect is $+e$.

Compact orbitals also have quantum tails, which turn a sharp defect level into a band. A simple estimate replaces each defect by an attractive well of negligible range. An isolated well binds $e^{-\kappa_0r}/r$, which behaves as $1/r-\kappa_0$ near its centre. On the lattice, at the zone centre, the state is a sum of functions $e^{-\kappa|\mathbf r-\mathbf R|}/|\mathbf r-\mathbf R|$ with equal signs. Near one well it behaves as $1/r-\kappa+\sum_{\mathbf R\ne0}e^{-\kappa R}/R$. The well imposes the same condition as before, so

$$
\kappa=\kappa_0+\sum_{\mathbf R\ne0}\frac{e^{-\kappa R}}R,\qquad
\delta E=-\frac{\hbar^2(\kappa^2-\kappa_0^2)}{2m}.
$$

For a binding energy of 1 eV and a mass of 0.4 electron masses, both round values, $\kappa_0=3.24$ nm⁻¹. The level shifts by $-48$ meV with 216 atoms, $-8.4$ meV with 512 and $-1.6$ meV with 1000. This is the shift of one level at the zone centre. Elsewhere in the zone the shift can have the opposite sign, and its average over the zone is only about 0.5 meV with 216 atoms, so denser sampling removes most of it. The error of the excitation depends on how differently the two orbitals shift, which the estimate does not determine. It does show that, when only the zone centre is sampled, overlap can far exceed the 1.2 meV dipole error in the 216-atom cell. Absence of the monopole error does not make a small cell converged.

## Silicon carbide beside the model

The internal transition of the real divacancy lies roughly at 1.1 eV, so a spurious 240 meV would be more than a fifth of it. The model's permittivity and cell sizes are typical of the material; its orbital shapes are the weakest part. The real orbitals are spread over dangling bonds around two vacancies, and their dipoles need not match the chosen ones. If the final displacement were 0.16 nm instead of 0.08 nm, with all else fixed, the dipole error at 216 atoms would grow from $-1.2$ to about $-5$ meV, still far below the monopole term.

If the ions relax after ionization, the static permittivity, roughly 10, is the appropriate one at long range, and the monopole magnitude falls from 240 to 156 meV. Relaxation in the neutral excited state does not create a monopole term, since $q$ stays zero, though it can change the dipole. Elastic interaction between relaxed images is outside the model.

Hexagonal silicon carbide also breaks the assumption of an isotropic medium. Raising $\varepsilon$ from 6.5 to 6.7 in all directions lowers the monopole magnitude by 7 meV; raising it along one axis only has a smaller effect, about 2 meV. A noncubic cell changes the number $\alpha$ as well. It also makes the dipole term depend on direction, so in a flat or elongated cell that term can be several times the cubic value or have the opposite sign. Finally, a uniform permittivity is doubtful inside the defect itself, where the dipole is formed, so the few-meV values are estimates of scale. The missing $1/L$ term does not rest on that detail: it needs only a localized charge that is the same in both states, here zero. The numerical output below gives the remaining digits.

## Table of computed values

```
Cubic lattice constant alpha = 2.837297
e^2/(4 pi eps0) = 1.439965 eV nm
Host: a = 0.436 nm, eps clamped = 6.5, static = 10.0
Widths core, initial, final = 0.1, 0.11, 0.13 nm
Orbital offsets initial, final = 0.02, 0.08 nm
216 atoms, L = 1.308 nm: image errors
  ionization = -233.97 meV
  neutral excitation = -1.239 meV
  excitation at q=+e = -5.464 meV
512 atoms, L = 1.744 nm: image errors
  ionization = -177.55 meV
  neutral excitation = -0.524 meV
  excitation at q=+e = -2.307 meV
1000 atoms, L = 2.180 nm: image errors
  ionization = -142.80 meV
  neutral excitation = -0.268 meV
  excitation at q=+e = -1.182 meV
1728 atoms, L = 2.616 nm: image errors
  ionization = -119.35 meV
  neutral excitation = -0.155 meV
  excitation at q=+e = -0.684 meV
Power of L: ionization -0.971, neutral excitation -2.996
Largest formula deviation = 0.0098 meV
216-atom cell:
  monopole magnitude, clamped eps = 240.27 meV
  monopole magnitude, static eps = 156.18 meV
  quasiparticle gap error = -463.00 meV
  electron-hole attraction error = 461.76 meV
  neutral pair, electron width 0.2 nm: error -0.002 meV
  neutral pair, electron width 0.3 nm: error -1.015 meV
  neutral pair, electron width 0.4 nm: error -9.802 meV
  electron filling cell: error = -234.05 meV
  bare ion in charged cell: error = -234.05 meV
  monopole change for eps 6.5 -> 6.7 = -7.17 meV
Overlap model: depth 1.0 eV, mass 0.4 m_e, decay 3.240 1/nm
  216 atoms: level shift = -48.06 meV
  512 atoms: level shift = -8.40 meV
  1000 atoms: level shift = -1.56 meV
  1728 atoms: level shift = -0.31 meV
Si atom, spin-averaged LDA, small basis:
  box 0.7408 nm: ionization 4.1990 eV, excitation 6.8596 eV
    ionization after image correction = 7.2974 eV
  box 0.9525 nm: ionization 4.9940 eV, excitation 6.8584 eV
    ionization after image correction = 7.2991 eV
  ion sum of <r^2> = 0.04597 nm^2
  ionization change between boxes = 0.7950 eV
  change predicted by formula = 0.7933 eV
  excitation change between boxes = -1.239 meV
```
